# Quadrupole term of the electron-phonon vertex and its piezoelectric acoustic limit, part 2

A three-dimensional insulator with time-reversal symmetry has cell volume $\Omega$ and atoms $\kappa$ (masses $M_\kappa$) at $\mathbf R+\boldsymbol\tau_\kappa$, displaced by $u_{\kappa\alpha}e^{i\mathbf q\cdot(\mathbf R+\boldsymbol\tau_\kappa)}$. Atomic units are used, the electron charge is $-1$, repeated indices are summed, $q\varepsilon q$ means $q_\beta\varepsilon^{\beta\gamma}q_\gamma$, and $N$ is the number of cells. The vertex is $g^{\kappa\alpha}_{mn}=\langle u_{m\mathbf k+\mathbf q}|\delta V_{\kappa\alpha}|u_{n\mathbf k}\rangle$, where $e^{i\mathbf q\cdot\mathbf r}\delta V_{\kappa\alpha}$ is the first-order potential energy per unit displacement. The crystal potential is $V$, with $H_{\mathbf k}=\tfrac12(\mathbf p+\mathbf k)^2+V$.

A bar marks quantities without the macroscopic ($\mathbf G=0$) Coulomb term. The macroscopic charge is then

$$\Omega\bar\rho_{\kappa\alpha}(\mathbf q)=-iq_\beta Z_{\kappa,\beta\alpha}-\tfrac12q_\beta q_\gamma Q^{\beta\gamma}_{\kappa\alpha}+O(q^3), \tag{2}$$

with real Born charges $Z$, $\sum_\kappa Z_\kappa=0$, and real dynamical quadrupoles $Q$, symmetric in $\beta\gamma$. Restoring the field $\mathbf E=-i\mathbf q\phi$ gives

$$\phi=\frac{4\pi\bar\rho}{q\varepsilon_\infty q}\,[1+O(q^2)], \tag{3}$$

$$\delta V=\delta\bar V-\phi\,[1+iq_\gamma W^\gamma(\mathbf r)+O(q^2)]. \tag{4}$$

Here $\varepsilon_\infty$ is the clamped-ion dielectric tensor, $W^\gamma=\partial V/\partial E_\gamma$ at clamped ions, and $\langle u_{m\mathbf k+\mathbf q}|u_{n\mathbf k}\rangle=\delta_{mn}+q_\gamma D^\gamma_{mn}$ with $D^\gamma_{nn}=0$. By part (a), the gap makes the head ($\mathbf G=\mathbf G'=0$) of the electronic response $\chi^0$ $O(q^2)$ and its wings $O(q)$.

The numerical tests use a classical shell model and a probe electron in 59 plane waves, for triclinic, zincblende and diamond cells. In the last two, $Q^{\beta\gamma}_{\kappa\alpha}=Q_\kappa|\epsilon_{\alpha\beta\gamma}|$; in diamond $Z=0$ and $Q_A=-Q_B$. The zincblende model has $a=5.5$ Å, masses 70 and 30 u, $\Omega=41.594$ Å$^3$, $\varepsilon_\infty=2.3935$ and $Q_A=0.9463\,e$Å. In eV and Å each $4\pi$ becomes $180.95$ eV Å per $e^2$. The closing output also lists earlier checks of the order-$q^0$ vertex, whose `g0` formula for a non-degenerate state at $\mathbf k=0$ is

$$g^{(0)}_{\kappa z}=\frac{4\pi Q_\kappa}{\Omega\varepsilon_\infty}\,\hat q_x\hat q_y. \tag{6}$$

## (e) Long acoustic waves at zero field

*Find the charge carried by a long acoustic wave at zero macroscopic field and relate $\sum_\kappa Q_\kappa$ to the piezoelectric tensor.*

**Solution.** The zero-field force constants are analytic, $\bar\Phi=\Phi^{(0)}-iq_\gamma\Phi^{(1)\gamma}+O(q^2)$. Since $\bar\Phi(-\mathbf q)=\bar\Phi(\mathbf q)^*$, $\Phi^{(1)}$ is real, and hermiticity makes it antisymmetric. In $\bar\Phi u=\omega^2M_\kappa u$ set $u_{\kappa}=\mathbf U+u^{(1)}_\kappa$, with $\Phi^{(0)}\mathbf U=0$ and $\omega^2=O(q^2)$. Order $q$ reads $\Phi^{(0)}u^{(1)}=iq_\gamma\Lambda_{\kappa\lambda,\beta\gamma}U_\beta$ with $\Lambda_{\kappa\lambda,\beta\gamma}=\sum_{\kappa'}\Phi^{(1)\gamma}_{\kappa\lambda,\kappa'\beta}$. Locally $\mathbf Ue^{i\mathbf q\cdot\mathbf r}$ is a translation plus the gradient $\eta_{\beta\gamma}=\partial_\gamma u_\beta=iq_\gamma U_\beta$, so $\Lambda$ is the force per unit homogeneous deformation; a homogeneously deformed crystal feels no net force per cell, so $\sum_\kappa\Lambda_\kappa=0$ and the equation is solvable. With $\tilde\Phi^{-1}$ the inverse of $\Phi^{(0)}$ on relative displacements,

$$u_{\kappa\lambda}=U_\lambda+iq_\gamma\Gamma^\kappa_{\lambda\beta\gamma}U_\beta,\qquad\Gamma=\tilde\Phi^{-1}\Lambda .$$

A $\kappa$-independent shift of $\Gamma$ drops out below because $\sum Z=0$. Inserting into (2), the order-$q$ term $-iq_\alpha\sum_\kappa Z_{\kappa,\alpha\lambda}U_\lambda$ vanishes, and $(-i)(i)=1$ gives

$$\Omega\bar\rho=q_\alpha q_\gamma\Big[\sum_\kappa Z_{\kappa,\alpha\lambda}\Gamma^\kappa_{\lambda\beta\gamma}-\tfrac12\sum_\kappa Q^{\alpha\gamma}_{\kappa\beta}\Big]U_\beta. \tag{7}$$

Charge carried along with the local displacement $\mathbf Ue^{i\mathbf q\cdot\mathbf r}$ contributes $-i\mathbf q\cdot\mathbf U$ times the mean charge density, which is zero. What remains is charge motion relative to the deformed frame, whose dipole density defines the proper piezoelectric tensor, $P_\alpha=e_{\alpha\beta\gamma}\eta_{\beta\gamma}$. A rigid rotation causes no relative motion, so $e_{\alpha\beta\gamma}=e_{\alpha\gamma\beta}$. Then $\bar\rho=-iq_\alpha e_{\alpha\beta\gamma}\,iq_\gamma U_\beta=q_\alpha q_\gamma e_{\alpha\beta\gamma}U_\beta$. For clamped ions ($\Gamma$ omitted), equating the parts symmetric in $\alpha\gamma$ gives, with $S^{\alpha\gamma}_\beta=\sum_\kappa Q^{\alpha\gamma}_{\kappa\beta}$,

$$S_\beta^{\alpha\gamma}=-\Omega\,(e^{\rm cl}_{\alpha\beta\gamma}+e^{\rm cl}_{\gamma\beta\alpha}).$$

Form $S_\beta^{\alpha\gamma}-S_\alpha^{\gamma\beta}+S_\gamma^{\beta\alpha}=-\Omega[e_{\alpha\beta\gamma}+e_{\gamma\beta\alpha}-e_{\gamma\alpha\beta}-e_{\beta\alpha\gamma}+e_{\beta\gamma\alpha}+e_{\alpha\gamma\beta}]$. By the symmetry in the last two indices the second and third terms cancel, as do the fourth and fifth, and the first and last add. This is Martin's formula, and (7) supplies the ionic part:

$$e^{\rm cl}_{\alpha\beta\gamma}=-\frac1{2\Omega}\big(S_\beta^{\alpha\gamma}-S_\alpha^{\gamma\beta}+S_\gamma^{\beta\alpha}\big),\qquad e^{\rm rel}_{\alpha\beta\gamma}=e^{\rm cl}_{\alpha\beta\gamma}+\frac1\Omega\sum_\kappa Z_{\kappa,\alpha\lambda}\Gamma^\kappa_{\lambda\beta\gamma}. \tag{8}$$

In the triclinic cell $e^{\rm cl}$ from finite strain, of size up to 0.0227 $e$/Å$^2$, agrees with (8) to $2.6\times10^{-10}$ $e$/Å$^2$. In zincblende $e^{\rm cl}_{14}\equiv e^{\rm cl}_{xyz}=-(Q_A+Q_B)/2\Omega$; in diamond this vanishes.

## (f) The acoustic vertex with the field

*Restore the field and find the intraband vertex and the sound-wave equation as $q\to0$.*

**Solution.** The coupling energy per cell between a displacement and the potential is $\Omega(\bar\rho_{\kappa\alpha}u_{\kappa\alpha})^*\phi$, so the potential exerts the force $-\Omega\bar\rho^*_{\kappa\alpha}\phi$; at leading order this is $-iq_\beta Z_{\kappa,\beta\alpha}\phi=Z_{\kappa,\beta\alpha}E_\beta$, as it should be. The equation of motion is $\bar\Phi u+\Omega\bar\rho^*\phi=\omega^2M_\kappa u$. The charge (7) is $O(q^2)$, so $\phi$ is $O(1)$ and its force enters at order $q$:

$$u^{(1)}=iq_\gamma\Gamma U-i\tilde\Phi^{-1}Z^{T}\mathbf q\,\phi .$$

Define $b_\beta=q_\alpha q_\gamma e^{\rm rel}_{\alpha\beta\gamma}$. The new displacement adds $(-i)(-i)\,qZ\tilde\Phi^{-1}Z^Tq\,\phi$ to $\Omega\bar\rho$, and (3) becomes $q\varepsilon_\infty q\,\phi=4\pi\mathbf b\cdot\mathbf U-(4\pi/\Omega)\,qZ\tilde\Phi^{-1}Z^Tq\,\phi$, so

$$\phi=\frac{4\pi\,\mathbf b\cdot\mathbf U}{q\varepsilon_0q},\qquad\varepsilon_0=\varepsilon_\infty+\frac{4\pi}\Omega Z\tilde\Phi^{-1}Z^T .$$

The static tensor appears because $\omega$ lies far below the optical frequencies, which allowed inertia to be dropped at order $q$.

In (4), $\phi=O(1)$ pushes the $D$ and $W$ corrections to $O(q)$. The analytic part at order $q^0$ is a uniform translation, $\delta\bar V=-\mathbf U\cdot\nabla V$. From $[\mathbf p,H]=-i\nabla V$ one has $\langle m|\nabla V|n\rangle=i(\epsilon_n-\epsilon_m)\mathbf p_{mn}$, which vanishes for $m=n$. The intraband vertex is

$$\frac{g_{nn}}{|\mathbf U|}\to-\frac{4\pi\,q_\alpha q_\gamma\,e^{\rm rel}_{\alpha\beta\gamma}\hat U_\beta}{q\varepsilon_0q}, \tag{9}$$

the same for every non-degenerate band. This is the piezoelectric coupling: the sublattice-summed quadrupole plus the dipole term acting on internal strain, screened by $\varepsilon_0$. In the triclinic test, for the lowest band at $q=3\times10^{-4}$ bohr$^{-1}$, the even part $[g(\mathbf q)+g(-\mathbf q)]/2$ agrees with (9) to $9.0\times10^{-7}$ eV/Å, while $\varepsilon_\infty$ in place of $\varepsilon_0$ misses by up to 0.25 eV/Å and $e^{\rm cl}$ in place of $e^{\rm rel}$ by up to 1.66 eV/Å.

For the frequencies, sum the order-$q^2$ equation over $\kappa$; $\Phi^{(0)}u^{(2)}$ and the next order of $\phi$ (which multiplies $\sum Z$) drop out. The field-free terms define the zero-field acoustic matrix $\bar C(\mathbf q)$. Two terms contain $\phi$. The second-order part of $\Omega\bar\rho^*\phi$ gives $-\tfrac12q_\alpha q_\gamma S^{\alpha\gamma}_\beta\phi=\Omega q_\alpha q_\gamma e^{\rm cl}_{\alpha\beta\gamma}\phi$. In $-iq_\gamma\Phi^{(1)\gamma}u^{(1)}$, antisymmetry gives $\sum_\kappa\Phi^{(1)\gamma}_{\kappa\beta,\kappa'\lambda}=-\Lambda_{\kappa'\lambda,\beta\gamma}$, so the field part yields $(+i)(-i)q_\gamma\Lambda\tilde\Phi^{-1}Z^Tq\,\phi=q_\alpha q_\gamma Z_{\kappa,\alpha\lambda}\Gamma^\kappa_{\lambda\beta\gamma}\phi$. By (8) the sum is $\Omega b_\beta\phi$, and with $M=\sum M_\kappa$,

$$M\omega^2\mathbf U=\bar C\,\mathbf U+\frac{4\pi\Omega\,\mathbf b\,(\mathbf b\cdot\mathbf U)}{q\varepsilon_0q}. \tag{10}$$

## (g) Piezoelectric scattering in the model

*Give the mode vertex and its thermal weight for a cubic crystal, compare with deformation-potential coupling, and evaluate them for the zincblende model at $q=0.01$ Å$^{-1}$ and 300 K.*

**Solution.** The zero-point amplitude per cell is $|\mathbf U|=(2M\omega)^{-1/2}$ at leading order, with the factor $N^{-1/2}$ kept in the golden-rule sum $(2\pi/N)\sum_{\mathbf q}$. With $\omega=vq$ and (9) independent of $|\mathbf q|$, $g_\nu\propto q^{-1/2}$. The next term of $g/|\mathbf U|$ is linear in $q$. For a non-degenerate $\Gamma$ state time reversal gives $g(-\mathbf q)=g(\mathbf q)^*$ at real $\hat{\mathbf U}$, so the even term (9) is real and the odd one is imaginary, $iq\,\Xi$ with a real $\Xi$ (printed as D). This $\Xi$ is an effective deformation potential for the given mode and direction: besides the shift of the band edge under strain it contains the macroscopic potential of order $q$ produced by the $O(q^3)$ charge, which depends on $\hat{\mathbf q}$, so it is not a single constant of the band. For a piezoelectric mode $\Xi$ also depends on which displacement is called $\mathbf U$: internal strain makes the atoms differ in phase at order $q$, and such a phase times the real term (9) shifts $\Xi$. Below, $\mathbf U$ is the centre-of-mass displacement. The real and imaginary parts add in quadrature, and the second scales as $q^{+1/2}$. The $O(q^2)$ correction to the real part enters $|g|^2$ at the same order as $\Xi^2q^2$, so the quadrature sum of the two leading terms is approximate at that order.

When $\mathbf b\parallel\hat{\mathbf U}$ is an eigenvector of $\bar C$, (10) gives $\bar v^2=v^2(1-K^2)$ with $K^2=4\pi(\mathbf b\cdot\hat{\mathbf U})^2/(\varepsilon_0cq^4)$, $c=M\omega^2/\Omega q^2$, and $\bar v$ the zero-field speed. For $\omega\ll k_BT$ and carrier energies well above $\omega$, emission and absorption merge with weight $2N_{\mathbf q}+1\simeq2k_BT/\omega$:

$$(2N_{\mathbf q}+1)|g_\nu|^2=\frac{k_BT}{M\omega^2}\Big(\frac{4\pi\,\mathbf b\cdot\hat{\mathbf U}}{\varepsilon_0q^2}\Big)^2=\frac{4\pi k_BT\,K^2}{\Omega\varepsilon_0q^2}.$$

The $1/q^2$ weight favours small-angle scattering. It presumes the gapped head of part (a) and does not apply where free carriers screen.

In zincblende $e_{\alpha\beta\gamma}=e_{14}|\epsilon_{\alpha\beta\gamma}|$, so $b_z=2e_{14}q_xq_y$ and cyclically. Along [110] $\mathbf b=e_{14}q^2\hat{\mathbf z}$ couples to the TA mode polarized along $z$; along [111] $\mathbf b\cdot\hat{\mathbf q}=6e_{14}q^2/3^{3/2}=2e_{14}q^2/\sqrt3$; along [100] $\mathbf b=0$.

The clamped constant is $-(0.9463+0.9483)/(2\times41.594)=-0.02277$ $e$/Å$^2$. With atom $A$ as reference ($\Gamma^A=0$), the ionic part is $(-1.1271)(-1.0863)/41.594=+0.02944$ $e$/Å$^2$. The two have opposite signs and largely cancel in this model, leaving $e_{14}^{\rm rel}=0.00666$ $e$/Å$^2=0.107$ C/m$^2$. The quadrupoles alone would give the opposite sign and $0.02277/0.00666=3.4$ times the magnitude.

For TA[110], with $\varepsilon_0=3.3577$, (9) gives $-180.95\times0.00666/3.3577=-0.359$ eV/Å. The full vertex at $q=0.01$ Å$^{-1}$ is $-0.35877$ against $-0.35901$ eV/Å, a difference of 0.07% of the formula value. The speeds $v=5.4982$ and $\bar v=5.4895$ km/s give $1-(\bar v/v)^2=0.0032$, matching $K^2=0.00317$. At $\hbar\omega=0.3619$ meV the amplitude per cell is 0.2403 Å, so $g_\nu=-0.35877\times0.2403=-86.2$ meV (formula $-86.3$ meV). With $k_BT=25.852$ meV, $2k_BT/\hbar\omega=142.9$ and the thermal weight is $142.9\times0.0862^2=1.06$ eV$^2$, as the closed form gives (1.062 full, 1.063 formula). The computed logarithmic slopes of $|g_\nu|$ are $-0.500$ for TA[110] and $+0.500$ for LA[100], where $\mathbf b=0$.

For LA[111] the piezoelectric term is $-0.35901\times2/\sqrt3=-0.4145$ eV/Å and $\Xi=8.645$ eV with 59 plane waves and $\mathbf U$ at the centre of mass. This value is not converged in the basis (8.520 eV with 331 or more plane waves), and with 59 plane waves it becomes 8.79 or 8.30 eV if $\mathbf U$ is taken at atom $A$ or $B$. At $q=0.01$ Å$^{-1}$ the quadrature sum is $(0.41454^2+0.08645^2)^{1/2}=0.4235$ eV/Å, against 0.4233 eV/Å from the full vertex. In the converged basis these two numbers are 0.4232 and 0.4230 eV/Å. Equating the two leading terms gives $q=0.4145/8.645=0.048$ Å$^{-1}$ (0.049 in the converged basis, 0.047 to 0.050 over the choices of $\mathbf U$), so the piezoelectric term is the larger for this mode below about 0.05 Å$^{-1}$.

## Computed results

```
a = 5.5 A, Gaussian width = 0.6 A, plane waves = 59, T = 300.0 K
charges core A,B shell A,B = [2, 2, -1, -3] e; masses = [70.0, 30.0] u; core wells = [-20.0, -10.0] eV
springs k1, k2, k_core-shell = 10.0, 2.0, 10.0 eV/A^2
bond tension f = -0.9167 eV/A; cell volume = 41.594 A^3
e^2/(4 pi eps_vac) = 14.3996 eV A; kT = 25.852 meV
chi0 ratios for q vs q/2: head 4.00000, wing 2.0015
triclinic probe k = [0.5669 0.3213 0.1512] 1/A
triclinic max |Q, D, W, gbar terms| = [0.7901 0.7853 0.394  4.3181] eV/A
triclinic q^0 error = 9.5e-07 eV/A; q*dipole error = 4.3e-07 eV/A^2
triclinic max |e_cl| = 0.02274, Martin error = 2.6e-10 e/A^2
triclinic acoustic error = 9.0e-07 eV/A
  with eps_inf instead: 0.2517; with clamped e: 1.6644 eV/A
zincblende Z_A = 1.1271 e, Z_B = -1.1271 e
zincblende Q_A = 0.9463 e A, Q_B = 0.9483 e A
zincblende eps_inf = 2.3935, eps_0 = 3.3577
dipole coefficient 4 pi Z_A/(V eps_inf) = 2.0487 eV/A^2
diamond charges [2,2,-2,-2] e, wells -15 eV
diamond Q_A = -0.5226 e A, eps_inf = 2.3684
zincblende g0(A,z) along [1, 0, 0]: full -0.00000, formula +0.00000 eV/A
zincblende g0(A,z) along [1, 1, 0]: full +0.85996, formula +0.85996 eV/A
zincblende g0(A,z) along [1, -1, 0]: full -0.85996, formula -0.85996 eV/A
zincblende g0(A,z) along [1, 1, 1]: full +0.57330, formula +0.57330 eV/A
diamond g0(A,z) along [1, 0, 0]: full -0.00000, formula -0.00000 eV/A
diamond g0(A,z) along [1, 1, 0]: full -0.47996, formula -0.47996 eV/A
diamond g0(A,z) along [1, -1, 0]: full +0.47996, formula +0.47996 eV/A
diamond g0(A,z) along [1, 1, 1]: full -0.31997, formula -0.31997 eV/A
e14 clamped = -0.02277, -(QA+QB)/2V = -0.02277 e/A^2
Gamma_B(xyz) = -1.0863 A; Z_B Gamma/V = 0.02944 e/A^2
e14 relaxed = 0.00666 e/A^2 = 0.1067 C/m^2
TA[110] pol z: v = 5.4982 km/s, zero-field v = 5.4895 km/s, K^2 = 0.00317
TA[110] g/|U|: full -0.35877, formula -0.35901 eV/A
q = 0.01 1/A: hbar omega = 0.3619 meV, zero-point |U| = 0.2403 A
TA[110] mode g: full -86.219, formula -86.276 meV
(2N+1)|g|^2: full 1.06204, formula 1.06344 eV^2
log slopes of |g|: TA[110] -0.5000, LA[100] 0.5000
LA[111]: piezo -0.41454 eV/A, deformation D = 8.6450 eV
LA[111]: crossover q = 0.0480 1/A; |g/U| at q above = 0.42327 eV/A
```
